\section*{A Misjudged Dielectric Constant in Homogeneous Density-Mixing Preconditioners}

\section*{Problem}

In a self-consistent calculation an input density $n$ produces an output density $n_{\rm out}[n]$, and the input is updated by
\begin{equation}
n_{\rm new}=n+\alpha P\,(n_{\rm out}[n]-n),
\label{eq:mix}
\end{equation}
with a step $\alpha>0$ and a linear operator $P$, the preconditioner. Consider a homogeneous system, so that every linear response operator multiplies a plane wave of wave number $q$ by a number. Its inverse dielectric function is modelled by
\begin{equation}
\frac{1}{\varepsilon(q)}=\frac{1/\varepsilon_0+d^2q^2}{1+d^2q^2},
\qquad 1\le\varepsilon_0<\infty,\quad d>0 .
\label{eq:model}
\end{equation}
The preconditioner has the same form and the same length $d$, but an assumed constant $\varepsilon'\ge 1$:
\begin{equation}
P(q;\varepsilon')=\frac{1/\varepsilon'+d^2q^2}{1+d^2q^2}.
\label{eq:P}
\end{equation}
Rydberg atomic units are used: lengths are in bohr and the Hartree kernel is $v(q)=8\pi/q^2$. The component $q=0$ is left out, because the number of electrons is fixed. Exchange and correlation are neglected in the response.

\begin{enumerate}
\item[(a)] Find $P$ for $\varepsilon'\to\infty$ and for $\varepsilon'=1$ at fixed $d$. Identify the Kerker wave number, and decide whether the first limit is uniform in $q$.
\item[(b)] Find the operator that governs the error in one mixing step near self-consistency, and its eigenvalues $\lambda(q)$.
\item[(c)] Find the condition number $\kappa=\sup\lambda/\inf\lambda$ over all $q>0$ when $\varepsilon'=2\varepsilon_0$ and when $\varepsilon'=\varepsilon_0/2$. What error reduction per step does it allow?
\item[(d)] Take $\varepsilon_0=12$ and $d=1$ bohr, a cell of length $L=160$ bohr with density variation along its long axis, and a grid spacing $h=0.5$ bohr. Evaluate $\kappa$ for both misjudgements and explain how the results differ from those of (c).
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item Write $x=d^2q^2$ and split $P$ into $1$ minus a remainder. The remainder shows both limits at once.
\item Expand $n_{\rm out}[n]$ to first order about the self-consistent density. A density change creates a Hartree potential, and the potential creates a density response.
\item In the product of preconditioner and dielectric function the factors $1+x$ cancel. Check whether what remains is monotonic in $x$.
\item For a given $\alpha$, the largest $|1-\alpha\lambda|$ on an interval of $\lambda$ lies at one of its ends.
\item A finite cell and a finite grid restrict $q$ to $2\pi/L\le q\le\pi/h$.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The two limits}

With $x=d^2q^2$, add and subtract $1$ in the numerator of Eq.~(\ref{eq:P}):
\begin{equation}
P=\frac{(1+x)-(1-1/\varepsilon')}{1+x}
=1-\Bigl(1-\frac1{\varepsilon'}\Bigr)\frac{1}{1+x}.
\label{eq:split}
\end{equation}
For $\varepsilon'=1$ the bracket vanishes and $P=1$ for every $q$: this is the identity, or plain linear mixing. For $\varepsilon'\to\infty$ the bracket tends to $1$, and
\begin{equation}
P\to P_{\rm K}=1-\frac1{1+x}=\frac{d^2q^2}{1+d^2q^2}
=\frac{q^2}{q^2+k_0^2},\qquad k_0=\frac1d ,
\label{eq:kerker}
\end{equation}
where the last form follows on dividing numerator and denominator by $d^2$. This is the Kerker preconditioner.

The real-space form gives the meaning of the bracket. The function $e^{-r/d}/(4\pi d^2r)$ has the three-dimensional Fourier transform
\begin{equation}
\int_0^\infty 4\pi r^2\,\frac{\sin qr}{qr}\,\frac{e^{-r/d}}{4\pi d^2r}\,dr
=\frac1{qd^2}\int_0^\infty \sin(qr)\,e^{-r/d}\,dr
=\frac1{qd^2}\,\frac{q}{q^2+1/d^2}=\frac1{1+x}.
\end{equation}
So $P$ subtracts from the residual a Yukawa average of itself, with weight $1-1/\varepsilon'$. Kerker subtracts the full average and removes slowly varying residuals almost completely. A finite $\varepsilon'$ leaves the fraction $1/\varepsilon'$ of them.

To judge uniformity, subtract Eq.~(\ref{eq:kerker}) from Eq.~(\ref{eq:P}):
\begin{equation}
P-P_{\rm K}=\frac{1}{\varepsilon'(1+x)}\le\frac1{\varepsilon'},
\qquad
\frac{P}{P_{\rm K}}=\frac{1/\varepsilon'+x}{x}=1+\frac1{\varepsilon' x}.
\label{eq:uniform}
\end{equation}
The difference is bounded independently of $q$, so the limit is uniform in the absolute sense. The ratio diverges as $q\to0$ at any finite $\varepsilon'$, so the limit is not uniform in the relative sense. For $\varepsilon'=12$, $d=1$ bohr and $q=0.05$ bohr$^{-1}$, $P=0.0856$ while $P_{\rm K}=0.0025$. The relative difference matters for convergence, because the preconditioner multiplies the dielectric function.

\subsection*{(b) The operator that governs the error}

Let $n_*$ be the self-consistent density and $\delta n=n-n_*$ a small error. It changes the Hartree potential energy by $v\,\delta n$, and the independent-particle response $\chi_0$ turns this into a density change. To first order,
\begin{equation}
n_{\rm out}[n]=n_*+\chi_0v\,\delta n .
\end{equation}
Subtracting $n=n_*+\delta n$ gives the residual
\begin{equation}
n_{\rm out}[n]-n=-(1-\chi_0v)\,\delta n=-\varepsilon\,\delta n,
\qquad \varepsilon=1-\chi_0v .
\label{eq:residual}
\end{equation}
Inserting this in Eq.~(\ref{eq:mix}) and subtracting $n_*$ from both sides,
\begin{equation}
\delta n_{\rm new}=(1-\alpha P\varepsilon)\,\delta n .
\label{eq:error}
\end{equation}
The governing operator is $P\varepsilon$. If $P$ were $1/\varepsilon$, the step $\alpha=1$ would remove the whole error at this order.

The model implies a definite response. Inverting Eq.~(\ref{eq:model}) and multiplying numerator and denominator by $\varepsilon_0$,
\begin{equation}
\varepsilon(q)=\frac{1+x}{1/\varepsilon_0+x}
=\frac{\varepsilon_0+\varepsilon_0x}{1+\varepsilon_0x}
=1+\frac{\varepsilon_0-1}{1+\varepsilon_0x}.
\label{eq:eps}
\end{equation}
From $\varepsilon=1-\chi_0v$ it follows that
\begin{equation}
\chi_0(q)=\frac{1-\varepsilon(q)}{v(q)}
=-\frac{(\varepsilon_0-1)\,q^2}{8\pi(1+\varepsilon_0d^2q^2)} .
\end{equation}
At finite $\varepsilon_0$ this vanishes as $q^2$ for long waves, the behaviour of an insulator. For short waves it tends to the constant $-(\varepsilon_0-1)/(8\pi\varepsilon_0d^2)$, whereas the response of real electrons decays as $1/q^2$, so the model overstates the screening at large $q$. For $\varepsilon_0\to\infty$ at fixed $q>0$ it becomes the constant $-1/(8\pi d^2)$. That is the local response of a Thomas--Fermi metal, for which $k_0=1/d$ is the screening wave number. The Kerker form is thus the inverse dielectric function of such a metal.

Now multiply Eq.~(\ref{eq:P}) by the first form in Eq.~(\ref{eq:eps}):
\begin{align}
\lambda(q)=P(q;\varepsilon')\,\varepsilon(q)
&=\frac{1/\varepsilon'+x}{1/\varepsilon_0+x}
=1+\frac{1/\varepsilon'-1/\varepsilon_0}{1/\varepsilon_0+x}\nonumber\\
&=1+\frac{\varepsilon_0/\varepsilon'-1}{1+\varepsilon_0d^2q^2}.
\label{eq:lambda}
\end{align}
The last step multiplies numerator and denominator of the fraction by $\varepsilon_0$. The misjudgement acts on long waves, $\varepsilon_0d^2q^2\lesssim1$, and fades for short ones.

\subsection*{(c) Condition number and speed}

The derivative of Eq.~(\ref{eq:lambda}),
\begin{equation}
\frac{d\lambda}{dx}=-\frac{(\varepsilon_0/\varepsilon'-1)\,\varepsilon_0}{(1+\varepsilon_0x)^2},
\end{equation}
has one sign for all $x$, so $\lambda$ runs monotonically from $\varepsilon_0/\varepsilon'$ at $q\to0$ to $1$ at $q\to\infty$. All eigenvalues are positive, and
\begin{equation}
\kappa=\max\Bigl(\frac{\varepsilon'}{\varepsilon_0},\frac{\varepsilon_0}{\varepsilon'}\Bigr).
\label{eq:kappa}
\end{equation}
For $\varepsilon'=2\varepsilon_0$ the eigenvalues fill the open interval $(1/2,1)$. For $\varepsilon'=\varepsilon_0/2$, which respects $\varepsilon'\ge1$ if $\varepsilon_0\ge2$, they fill $(1,2)$. In both cases
\begin{equation}
\kappa=2,
\end{equation}
whatever the values of $\varepsilon_0$ and $d$.

By Eq.~(\ref{eq:error}) each plane wave in the error is multiplied by $1-\alpha\lambda$ per step. Since $|1-\alpha\lambda|$ is a convex function of $\lambda$, its largest value lies at $\lambda_{\min}$ or $\lambda_{\max}$. Lowering $\alpha$ worsens the factor $1-\alpha\lambda_{\min}$, and raising it worsens $\alpha\lambda_{\max}-1$. The best step makes the two equal:
\begin{equation}
\alpha=\frac{2}{\lambda_{\min}+\lambda_{\max}},\qquad
r=1-\alpha\lambda_{\min}
=\frac{\lambda_{\max}-\lambda_{\min}}{\lambda_{\max}+\lambda_{\min}}
=\frac{\kappa-1}{\kappa+1}.
\label{eq:rate}
\end{equation}
For $\kappa=2$ this gives $r=1/3$. The step is $\alpha=2/(3/2)=4/3$ for the overestimate and $\alpha=2/3$ for the underestimate. A factor-two error in the dielectric constant therefore gives up the one-step removal of the linearized error that the correct constant would achieve, but it still reduces the error by at least a factor of three per step, whatever the size of the cell, provided that the step is adapted to it.

The derivation uses four conditions.
\begin{itemize}
\item The length $d$ must be correct. Otherwise the factors $1+x$ do not cancel, $\lambda(q)$ differs from Eq.~(\ref{eq:lambda}), and $\kappa$ can exceed $2$.
\item The true dielectric function must have the form of Eq.~(\ref{eq:model}). A real insulator approaches $\varepsilon=1$ faster at large $q$. The cancellation is then incomplete for any $d$, $\kappa$ exceeds $1$ even for the correct constant, and it can exceed $2$ for a factor-two error.
\item The system must be homogeneous. In general $P$ and $\varepsilon$ do not commute, and plane waves are not eigenfunctions of $P\varepsilon$.
\item The true $\varepsilon_0$ must be finite. For the metallic limit $\varepsilon_0\to\infty$ with finite $\varepsilon'$, the first form in Eq.~(\ref{eq:lambda}) gives $\lambda=1+1/(\varepsilon'x)$, which is unbounded as $q\to0$.
\end{itemize}

\subsection*{(d) A finite cell}

The smallest and largest wave numbers are
\begin{equation}
q_{\min}=\frac{2\pi}{160}=0.03927\ \text{bohr}^{-1},\qquad
q_{\max}=\frac{\pi}{0.5}=6.283\ \text{bohr}^{-1}.
\end{equation}
Define $y=\varepsilon_0d^2q_{\min}^2=12\times0.03927^2=0.0185$. At the other end $\varepsilon_0d^2q_{\max}^2=12\times6.283^2\approx474$. Equation~(\ref{eq:lambda}) gives, for the doubled constant,
\begin{equation}
\lambda(q_{\min})=1-\frac{0.5}{1.0185}=0.5091,\quad
\lambda(q_{\max})=1-\frac{0.5}{475}=0.9989,\quad
\kappa=\frac{0.9989}{0.5091}=1.962,
\end{equation}
and for the halved constant
\begin{equation}
\lambda(q_{\min})=1+\frac{1}{1.0185}=1.9818,\quad
\lambda(q_{\max})=1+\frac1{475}=1.0021,\quad
\kappa=\frac{1.9818}{1.0021}=1.978 .
\end{equation}
Both lie below $2$, which is a supremum and is not reached at finite $q$. They also differ from each other. On a fine grid, where $\lambda(q_{\max})\to1$, the shortfalls are
\begin{align}
\text{doubled:}\quad 2-\kappa&=2-\frac{1}{1-\frac{1}{2(1+y)}}
=2-\frac{2+2y}{1+2y}=\frac{2y}{1+2y},\\
\text{halved:}\quad 2-\kappa&=2-\Bigl(1+\frac1{1+y}\Bigr)=\frac{y}{1+y}.
\end{align}
For small $y$ the first is twice the second, and both fall as $1/L^2$. The condition numbers of the real-space matrices at $h=0.5$ bohr show the approach:
\begin{center}
\begin{tabular}{ccc}
$L$ (bohr) & $\varepsilon'=2\varepsilon_0$ & $\varepsilon'=\varepsilon_0/2$\\
\hline
40 & 1.626 & 1.768\\
80 & 1.869 & 1.927\\
160 & 1.962 & 1.978\\
320 & 1.989 & 1.991
\end{tabular}
\end{center}
The grid also lowers $\kappa$, because $\lambda(q_{\max})$ is not quite $1$. The shift is about $0.002$ for the doubled and $0.004$ for the halved constant in every cell, and in the largest cell it makes up about a fifth and about half of the shortfall from $2$. Halving the spacing there raises the two values to $1.990$ and $1.994$.

With the best steps, $\alpha=1.326$ and $0.670$, Eq.~(\ref{eq:rate}) predicts error factors $0.325$ and $0.328$ in the $160$ bohr cell. The numerical check runs the linearized iteration from a random initial error and finds factors that agree within one per cent. From that initial error the residual falls by $10^6$ in $12$ steps in both cases; another starting error can need one step more.

\section*{Variation 1: the step is left at one}

\emph{Keep $\alpha=1$, the right choice for a correct $\varepsilon'$. Are the two misjudgements still equivalent?}

Equation~(\ref{eq:lambda}) gives the factor
\begin{equation}
1-\lambda(q)=-\frac{\varepsilon_0/\varepsilon'-1}{1+\varepsilon_0d^2q^2},
\end{equation}
whose magnitude is largest at $q_{\min}$, where it equals $|\varepsilon_0/\varepsilon'-1|/(1+y)$. In the $160$ bohr cell this is $0.5/1.0185=0.491$ for the doubled constant and $1/1.0185=0.982$ for the halved one. The equivalence is lost. An underestimate leaves too much of the long-wave residual, so the update overshoots and each component of the error changes sign at every step. For the halved constant the overshoot at $q_{\min}$ is $0.982$ of the error, so the waves at $q_{\min}$ hardly shrink in one step. From the random initial error used in part (d), reducing the residual by $10^6$ takes $18$ steps in the first case and $680$ in the second. The counts depend on how much of the initial error lies in the longest waves: an error entirely at $q_{\min}$ needs $20$ and about $750$ steps.

The iteration diverges when the factor exceeds $1$, that is, when
\begin{equation}
\frac{\varepsilon_0}{\varepsilon'}>2+\varepsilon_0d^2q_{\min}^2 .
\end{equation}
For $\varepsilon'=\varepsilon_0/3$ the factor is $2/1.0185=1.964$, and the error grows. At $\alpha=1$ it is therefore safer, in this model, to overestimate the constant than to underestimate it.

\section*{Variation 2: the limiting preconditioners on an insulator}

\emph{Use the identity and the Kerker form for the system of part (d). How do their condition numbers depend on the cell length?}

For the identity, $\varepsilon'=1$ and $\lambda=\varepsilon(q)$, which runs from $\varepsilon_0$ down to $1$. Hence $\kappa\to\varepsilon_0=12$ for a large cell and a fine grid. For Kerker, $1/\varepsilon'=0$ in Eq.~(\ref{eq:lambda}), so
\begin{equation}
\lambda=1-\frac1{1+\varepsilon_0x}=\frac{\varepsilon_0x}{1+\varepsilon_0x},\qquad
\kappa\to\frac{1+y}{y}=1+\frac{L^2}{4\pi^2\varepsilon_0d^2}
\end{equation}
on a fine grid. This grows without bound as $L^2$: it is the diverging ratio of Eq.~(\ref{eq:uniform}) at work. Kerker damps long waves as a metal would require, while the insulator screens them by a finite factor.

At $h=0.5$ bohr the Kerker values are $4.4$, $14.5$, $54.9$ and $217$ for $L=40$, $80$, $160$ and $320$ bohr. The identity gives $9.3$, $11.0$, $11.5$ and $11.7$. Kerker is thus the better of the two in the shortest cell and the worse in the other three. At $L=160$ bohr, with the best step for each and the random initial error of part (d) (other random starting errors shift the counts by several per cent, while a single plane wave can need far fewer steps), the residual falls by $10^6$ in $348$ steps with Kerker and in $75$ with the identity, against $12$ with a dielectric constant wrong by a factor of two.

\section*{Computed results}
\begin{verbatim}
true eps0 = 12 (dimensionless), d = 1.0 bohr
grid spacing = 0.5 bohr, q_max = 6.2832 1/bohr
P(q) dimensionless: q in 1/bohr, eps0 = 12, Kerker, identity
  q = 0.05: 0.08562  0.00249  1.00000
  q = 0.20: 0.11859  0.03846  1.00000
  q = 1.00: 0.54167  0.50000  1.00000
  q = 3.00: 0.90833  0.90000  1.00000
condition numbers (dimensionless) from real-space matrices
  L = 40 bohr, q_min = 0.15708 1/bohr: correct 1.0000, doubled 1.6264, halved 1.7678, Kerker 4.3682, identity 9.2722
  L = 80 bohr, q_min = 0.07854 1/bohr: correct 1.0000, doubled 1.8691, halved 1.9270, Kerker 14.4789, identity 10.9873
  L = 160 bohr, q_min = 0.03927 1/bohr: correct 1.0000, doubled 1.9622, halved 1.9777, Kerker 54.9220, identity 11.5329
  L = 320 bohr, q_min = 0.01963 1/bohr: correct 1.0000, doubled 1.9887, halved 1.9912, Kerker 216.6944, identity 11.6787
  L = 320 bohr, spacing 0.25 bohr: doubled 1.9903, halved 1.9943, identity 11.8804
Kerker condition number, L = 320 over L = 160: 3.945
largest |P - Kerker| in the 160 bohr cell (dimensionless)
  eps' = 10: 0.099846
  eps' = 100: 0.009985
  eps' = 1000: 0.000998
mixing, L = 160 bohr, best alpha; steps: residual down by 1e6
  doubled: lambda(q_min) = 0.5091, lambda(q_max) = 0.9989, alpha = 1.3262
    error factor predicted 0.3248, observed 0.3246, steps 12
  halved: lambda(q_min) = 1.9818, lambda(q_max) = 1.0021, alpha = 0.6703
    error factor predicted 0.3283, observed 0.3281, steps 12
  Kerker: lambda(q_min) = 0.0182, lambda(q_max) = 0.9979, alpha = 1.9684
    error factor predicted 0.9642, observed 0.9634, steps 348
  identity: lambda(q_min) = 11.8001, lambda(q_max) = 1.0232, alpha = 0.1560
    error factor predicted 0.8404, observed 0.8397, steps 75
mixing, L = 160 bohr, alpha = 1
  doubled: error factor predicted 0.4909, observed 0.4909, steps 18
  halved: error factor predicted 0.9818, observed 0.9818, steps 680
  one third: error factor predicted 1.9637, observed 1.9637, steps not reached
large-cell, fine-grid limits for a factor-two error
  doubled: lambda(0) = 0.50, kappa = 2.00, best alpha = 1.3333, factor = 0.3333
  halved: lambda(0) = 2.00, kappa = 2.00, best alpha = 0.6667, factor = 0.3333
\end{verbatim}
